# Are bulk spectra insensitive to boundary conditions? The Hatano-Nelson chain

## Question

I have been relying on the following argument. A chain of $N$ sites with open ends differs from a ring by one bond. One bond out of $N$ cannot matter when $N$ is large, so the bulk spectrum may be computed with whichever boundary condition is convenient, for instance the periodic one.

Then I tried the Hatano-Nelson chain, in which a particle hops to the right with amplitude $t_R$ and to the left with a different amplitude $t_L$. The periodic levels form a closed curve in the complex plane. The open levels are all real, and the discrepancy does not shrink when I lengthen the chain. Every open eigenvector also sits at one end. Where does the argument fail, and is anything left of it?

## Answer

The argument is sound for Hermitian chains with short-range hopping, provided that "spectrum" means the density of levels. It uses Hermiticity in a place that is easy to overlook. Without Hermiticity, bulk quantities built from a limited number of hops still ignore a distant boundary, but the eigenvalues need not.

### Why it works for Hermitian chains

Let $A$ be the open Hamiltonian and $A+V$ the ring, with $V=v|1\rangle\langle N|+v^*|N\rangle\langle 1|$. The eigenvalues of $V$ are $+|v|$, $-|v|$ and $N-2$ zeros.

Suppose $A$ has $q$ levels below an energy $x$. In the space spanned by their eigenvectors, keep the vectors orthogonal to the one eigenvector of $V$ with positive eigenvalue. At least $q-1$ dimensions remain. There $\langle V\rangle\le 0$, so $\langle A+V\rangle<x$ for every normalized vector. By the variational principle, $A+V$ has at least $q-1$ levels below $x$. Exchanging the roles of $A$ and $A+V$, with $-V$ as the perturbation, gives the reverse inequality. The two counts differ by at most 1, a fraction $1/N$ of the levels. For hopping of range $R$, $V$ couples the first $R$ sites to the last $R$ and has at most $R$ eigenvalues of each sign, so the same proof bounds the difference by $R$.

This proof needs real, ordered levels and a variational principle. A general non-Hermitian matrix offers neither.

### The two spectra

Take $t_R>t_L>0$ and

$$H=\sum_{n=1}^{N-1}\big(t_R|n+1\rangle\langle n|+t_L|n\rangle\langle n+1|\big),$$

so that in the interior

$$E\psi_n=t_R\psi_{n-1}+t_L\psi_{n+1}.$$

Define $t=\sqrt{t_Rt_L}$ and $r=\sqrt{t_R/t_L}>1$. Then $t_R=tr$ and $t_L=t/r$.

**Ring.** Periodicity allows $\psi_n=e^{ikn}$ with $k=2\pi m/N$. Substitution gives

$$E=t_Re^{-ik}+t_Le^{ik}=(t_R+t_L)\cos k-i(t_R-t_L)\sin k .$$

This is an ellipse with semi-axes $t_R+t_L$ and $t_R-t_L$.

**Open chain.** The trial form $\psi_n=\beta^n$ gives $E=t_R/\beta+t_L\beta$, or

$$t_L\beta^2-E\beta+t_R=0 .$$

For each $E$ there are two roots, with product $\beta_1\beta_2=t_R/t_L=r^2$. The missing neighbours of the end sites are represented by $\psi_0=\psi_{N+1}=0$. The first condition selects $\psi_n\propto\beta_1^n-\beta_2^n$, and the second requires

$$\left(\frac{\beta_1}{\beta_2}\right)^{N+1}=1,\qquad \frac{\beta_1}{\beta_2}=e^{2i\theta_m},\qquad \theta_m=\frac{m\pi}{N+1}.$$

A double root is excluded, because the solution $n\beta^n$ does not vanish at $N+1$. Combining ratio and product gives $\beta_{1,2}=re^{\pm i\theta_m}$; the other sign of the square root repeats the same set of levels. Hence

$$E_m=\frac{t_R}{r}e^{-i\theta_m}+t_Lre^{i\theta_m}=2t\cos\theta_m,\qquad \psi_n\propto r^n\sin(n\theta_m),$$

with $m=1,\dots,N$. These are $N$ distinct values, hence the whole spectrum.

If the formula is written as $2\sqrt{t_Rt_L}\cos k$, this $k$ is not the ring's wave number. Writing $\beta=e^{ik}$ in the open chain gives $k=\theta_m-i\ln r$. The imaginary part is the growth of the wave towards the right end, which a ring forbids.

The two spectra are related geometrically. The squared focal distance of the ellipse is

$$(t_R+t_L)^2-(t_R-t_L)^2=4t_Rt_L=(2t)^2,$$

so the open levels lie on the segment between its foci.

### What is localized

All right eigenvectors carry the envelope $r^n$; this is the skin effect. Left eigenvectors are right eigenvectors of $H^T$, in which $t_R$ and $t_L$ are exchanged. They carry $r^{-n}$ and sit at the left end. In the product of the two the envelopes cancel. Since $\sum_n\sin^2(n\theta_m)=(N+1)/2$, the normalized product is

$$\frac{2}{N+1}\sin^2(n\theta_m),$$

which extends over the whole chain.

For numbers, take $t_R=1.2$, $t_L=0.8$ and $N=40$, with energies in units of the mean hopping $J$. Then $t=\sqrt{0.96}=0.980$ and $r=\sqrt{1.5}=1.225$, and the envelope changes by a factor $e$ in $1/\ln r=4.93$ sites. The ellipse has semi-axes 2.0 and 0.4. Its foci are at $\pm1.960$, and the highest open level is $1.960\cos(\pi/41)=1.954$. Each right eigenvector has at least 84.6% of its weight $|\psi_n|^2$ on the last 10 sites. For level 20, the left-right product has 24.8% there, close to the 25% of a uniform distribution.

### Why one bond can do so much

Let the bond between sites $N$ and 1 have relative strength $\delta$, with $0\le\delta\le1$:

$$H_{1N}=\delta t_R,\qquad H_{N1}=\delta t_L .$$

Now remove the envelope with $S=\mathrm{diag}(r,r^2,\dots,r^N)$. This leaves the eigenvalues unchanged and turns $H_{ab}$ into $r^{b-a}H_{ab}$. The bulk elements become $t_R/r=t$ and $t_Lr=t$, which are symmetric. The end elements become

$$\delta t_Rr^{N-1}=\delta t\,r^N\equiv a,\qquad \delta t_Lr^{1-N}=\delta t\,r^{-N}\equiv b .$$

For $\delta=0$ the transformed matrix is real and symmetric, which explains the real levels. For $\delta>0$ the same transformation multiplies the end bond by an exponentially large factor in one direction. The bond is one out of $N$, but in this frame its larger element is $\delta t\,r^N$, which is small compared with $t$ only if $\delta$ is far below $r^{-N}$.

The eigenvalue equation follows from the determinant of $E-S^{-1}HS$. Let $D_n$ be the determinant for an open chain of $n$ sites. Expansion along the last row gives $D_n=ED_{n-1}-t^2D_{n-2}$ with $D_0=1$ and $D_1=E$. Setting $E=2t\cos\theta$, where $\theta$ may be complex, the solution is

$$D_n=t^n\,\frac{\sin((n+1)\theta)}{\sin\theta},$$

because $\sin((n+1)\theta)+\sin((n-1)\theta)=2\cos\theta\sin(n\theta)$.

The end elements add three terms:

- Using both exchanges sites 1 and $N$. This permutation has sign $-1$ and gives $-ab\,D_{N-2}$, with $ab=\delta^2t^2$.
- Using $a$ alone forces a cycle through all sites, with sign $(-1)^{N-1}$. The product of elements is $(-a)(-t)^{N-1}$, so the term is $-at^{N-1}$.
- Using $b$ alone gives $-bt^{N-1}$ in the same way.

Setting the sum to zero and dividing by $t^N$,

$$F(\theta)\equiv\frac{\sin((N+1)\theta)-\delta^2\sin((N-1)\theta)}{\sin\theta}=\delta\,(r^N+r^{-N})\equiv g .$$

At $\delta=1$ this reduces to $2\cos N\theta=r^N+r^{-N}$. Hence $e^{iN\theta}=r^{\pm N}$, which is the ellipse again.

### How weak a bond is enough

Expanding the sines gives

$$F=(1-\delta^2)\sin(N\theta)\cot\theta+(1+\delta^2)\cos(N\theta).$$

At $\theta=j\pi/N$ with $j=1,\dots,N-1$, the first term vanishes and $F=(-1)^j(1+\delta^2)$. At $\theta=0$ the limit is $N(1-\delta^2)+1+\delta^2$, which is at least as large, and at $\theta=\pi$ it is $(-1)^N$ times the same number.

If $g<1+\delta^2$, then $F-g$ changes sign between each pair of neighbouring points. There are $N$ intervals, so there are $N$ real levels, and none are left to be complex. The condition can be factored:

$$1+\delta^2-\delta(r^N+r^{-N})=(\delta-r^N)(\delta-r^{-N})>0 .$$

For $\delta\le1$ the first factor is negative, so this means $\delta<r^{-N}$. Below that strength all levels are real, for every $N\ge3$.

If $N$ is a multiple of 4, the threshold is sharp. Put $\theta=\pi/2+\varphi$:

$$F=(1+\delta^2)\cos N\varphi-(1-\delta^2)\sin N\varphi\,\tan\varphi .$$

For $|\varphi|\le\pi/N$ the product $\sin N\varphi\tan\varphi$ is not negative, so $F\le1+\delta^2$. When $\delta>r^{-N}$, $g$ exceeds this maximum and the central arch of $F$ no longer reaches $g$.

The lost solutions cannot reappear at other real energies. As a function of $E$, $F$ is a polynomial of degree $N$ with $N$ real zeros, hence with one extremum between neighbouring zeros. Each positive inner arch supplies at most two solutions of $F=g$, and each of the two outer branches supplies one. That makes at most $N$ in all, and at most $N-2$ without the central arch. At least two levels are therefore complex.

In the example $r^{-40}=1.5^{-20}=3.01\times10^{-4}$. The critical strength found by diagonalization agrees with this for $N=40$. For $N=41$ and $42$ it is higher than $r^{-N}$ by 0.07% and 0.27%.

At $\delta=10^{-3}$ the largest imaginary part is already $0.0895\,J$. The added bond, as a matrix, has norm $\delta t_R=0.0012\,J$. A Hermitian perturbation of a Hermitian matrix shifts no ordered level by more than its norm. Here a level has moved at least $0.0895/0.0012\approx75$ times that far, since all open levels are real.

### Two limits that do not commute

For fixed $N$, the limit $\delta\to0$ gives the real open spectrum. Now fix $\delta>0$ and let $N$ grow. Write $E=t(z+1/z)$ with $|z|>1$, which is the previous parametrization with $z=e^{i\theta}$. The eigenvalue equation becomes

$$z^{N+1}-z^{-N-1}-\delta^2(z^{N-1}-z^{-N+1})=\delta(r^N+r^{-N})(z-z^{-1}).$$

Dropping the exponentially small terms and dividing by $z$,

$$z^N\approx\delta r^N\,\frac{1-z^{-2}}{1-\delta^2z^{-2}} .$$

The $N$-th root of the factor multiplying $r^N$ tends to 1 in modulus, so $|z|\to r$, and the $N$ branches of the root account for all $N$ levels. With $z=re^{i\alpha}$,

$$E=tre^{i\alpha}+\frac{t}{r}e^{-i\alpha}=t_Re^{i\alpha}+t_Le^{-i\alpha},$$

which is the periodic ellipse. An end bond of this form with any fixed $\delta>0$, however small, restores it in a long enough chain. The hop from site $N$ to site 1 is the one responsible: a link that carries hops only from site 1 to site $N$ does not restore the ellipse.

The approach is slow. For $N$ a multiple of 4 the top level has $z=i\rho$ and $\mathrm{Im}\,E=t(\rho-1/\rho)$. The derivative of this with respect to $\ln\rho$ is $t(\rho+1/\rho)$, equal to $t_R+t_L$ at $\rho=r$. The root equation gives $\ln(\rho/r)$, and to leading order in $1/N$ one may set $z^{-2}=-t_L/t_R$ in it. Thus

$$t_R-t_L-\mathrm{Im}\,E\approx-\frac{t_R+t_L}{N}\ln\frac{\delta(1+t_L/t_R)}{1+\delta^2t_L/t_R}.$$

For $\delta=0.01$ the logarithm is $-4.094$, so $N$ times the deficit should tend to $8.19\,J$. Diagonalization gives $7.95\,J$ at $N=40$ and $8.16\,J$ at $N=320$. The largest imaginary part rises from $0.201\,J$ to $0.375\,J$ between these lengths, towards $0.4\,J$.

### What survives of the locality argument

There is a second version of your argument. The diagonal element $(H^p)_{nn}$ is a sum over closed paths of $p$ hops. For even $p$ each path has $p/2$ hops each way and weight $(t_Rt_L)^{p/2}$, so deep in the bulk, with $p<N$,

$$(H^p)_{nn}=\binom{p}{p/2}t^p$$

for both boundary conditions. At $p=8$ this is $70\times0.96^4=59.45\,J^8$, and both chains give it at site 21. In the open chain, only sites within $p/2$ of an end lose paths, so the averages of $E^p$ over all levels agree up to a term of order $1/N$. Should equal moments not imply equal densities?

On a bounded part of the real line they do, because polynomials in $E$ approximate every continuous function there. In the complex plane one also needs powers of $E^*$, and the moments above contain none. The simplest missing one is the mean of $|E|^2$. On the ring, $|E|^2=t_R^2+t_L^2+2t_Rt_L\cos2k$, and the cosine averages to zero:

$$\overline{|E|^2}=t_R^2+t_L^2=2.08\,J^2 .$$

In the open chain $E$ is real, so the mean is

$$\frac{\mathrm{Tr}\,H^2}{N}=2t_Rt_L\,\frac{N-1}{N}=1.872\,J^2,$$

with the limit $1.92\,J^2$. The difference persists for infinite length.

The local quantity $\mathrm{Tr}(HH^\dagger)/N$ does tend to $t_R^2+t_L^2$ in both cases. It equals the mean of $|E|^2$ when $H$ is normal, that is, when $H$ commutes with $H^\dagger$. The ring is normal, since plane waves diagonalize both matrices. For the open chain, the diagonal of $HH^\dagger$ holds the squared row norms and that of $H^\dagger H$ the squared column norms. These differ on the end sites alone, while the nonzero off-diagonal elements, all equal to $t_Rt_L$ in both products, cancel:

$$[H,H^\dagger]=(t_R^2-t_L^2)\,\mathrm{diag}(-1,0,\dots,0,1).$$

A defect confined to two sites thus breaks the equality between $\mathrm{Tr}(HH^\dagger)/N$ and the mean of $|E|^2$, while the mean of $E^p$ still equals $\mathrm{Tr}(H^p)/N$.

### When to worry

Non-Hermiticity alone is not the criterion. With $t_R=t_L$ and a uniform loss $-i\gamma$ on every site, both spectra move down by $\gamma$ and the Hermitian counting argument applies to what remains. In this model the sensitivity comes from $r\ne1$, and the direction of the link matters: one that only carries hops from site 1 to site $N$ is weakened by the transformation above, not amplified. For the end bond used here, with hoppings $\delta t_R$ and $\delta t_L$, complex levels appear at about the length where $r^{-N}$ falls below $\delta$. For $\delta=0.01$ and the hoppings above, that length is $\ln(100)/\ln r=4.61\times4.93\approx23$ sites.

The choice of boundary condition then depends on what is asked. For propagation over short times between bulk sites whose separation is small compared with $N$, either will do: the power series of $e^{-iH\tau}$ (with $\hbar=1$) differs only from the order at which a path can cross the end bond and still arrive at the final site. For the eigenvalues and eigenvectors of a finite sample, use the boundary condition the sample has, including any weak link between its ends. The numerical output below lists selected values for both chains.

## Numbers as computed

```
hopping to the right tR = 1.20 J
hopping to the left tL = 0.80 J
number of sites N = 40
geometric mean hopping t = 0.97980 J
envelope factor per site r = 1.22474
amplitude decay length 1/ln r = 4.933 sites
Hermitian control: largest level-count difference = 1
ring: largest real part = 2.00000 J
ring: largest imaginary part = 0.40000 J
ellipse focus 2t = 1.95959 J
open chain: highest level = 1.95384 J
open chain: largest |Im E| = 0.0e+00 J
right vectors, weight on last 10 sites: min 0.8460, max 0.9899
left vectors, weight on first 10 sites: min 0.8460, max 0.9899
left-right product, level 20, last 10 sites: 0.2476
r^(-N) for N = 40: 3.0073e-04
N = 40: critical delta = 3.0073e-04, times r^N = 1.00000
N = 41: critical delta = 2.4572e-04, times r^N = 1.00070
N = 42: critical delta = 2.0102e-04, times r^N = 1.00268
N = 40, delta = 1e-04: largest |Im E| = 0.00000 J
N = 40, delta = 1e-03: largest |Im E| = 0.08952 J
N = 40, delta = 1e-02: largest |Im E| = 0.20120 J
N = 40, delta = 1e-01: largest |Im E| = 0.31222 J
N = 40, delta = 1e+00: largest |Im E| = 0.40000 J
delta = 0.01, N = 40: largest |Im E| = 0.20120 J, N x deficit = 7.9521 J
delta = 0.01, N = 80: largest |Im E| = 0.29915 J, N x deficit = 8.0677 J
delta = 0.01, N = 160: largest |Im E| = 0.34920 J, N x deficit = 8.1276 J
delta = 0.01, N = 320: largest |Im E| = 0.37451 J, N x deficit = 8.1580 J
predicted limit of N x deficit = 8.1888 J
(H^8)_nn at site 21: open 59.45426, ring 59.45426 J^8
mean of E^8: open 55.50480, ring 59.45426 J^8
mean of |E|^2: open 1.87200, ring 2.08000 J^2
large-N limit of open mean |E|^2 = 1.92000 J^2
commutator [H,H^dagger], open: first site -0.80000, last site 0.80000 J^2
```
